\section*{Electrical impedance of a free piezoelectric plate in thickness vibration}

\section{A capacitor that does not behave like one}

A ferroelectric hafnia film, 100 nm thick and 5 µm on a side, has a clamped capacitance of 55.3 fF. Near 31 GHz a capacitor of that size has a reactance of about 93 ohm. In the model treated here, the impedance of the film has magnitude 16 ohm at 30.88 GHz and 527 ohm at 31.19 GHz. A frequency change of one per cent changes it more than thirtyfold. The explanation must involve the motion of the film, since the reactance of a fixed capacitance varies by only one per cent over that range.

The film is suspended, so both faces are free of traction. Its normal is the $z$ axis, and its faces lie at $z=\pm d/2$, with area $A$. It is poled along $z$ and driven by electrodes on the faces, which are at first massless and perfectly conducting. The width is 50 times the thickness, and I take all motion to be along $z$, with no lateral strain. Thus ``free'' refers to the two faces. A plate free to strain sideways as well has other effective constants.

The linear constitutive equations for stress $T$ and electric displacement $D$ are
\begin{equation}
T=c_E S-eE,\qquad D=eS+\varepsilon E .
\label{const}
\end{equation}
Here $S=\partial u/\partial z$ is the strain, $u$ the displacement and $E=-\partial\phi/\partial z$ the field. The stiffness $c_E$ is taken at constant field and the permittivity $\varepsilon$ at constant strain; $e$ is the piezoelectric constant.

\section{Simple case: a very slow drive}

If the drive is slow, inertia is negligible. The stress is then uniform, and since it vanishes at the faces it vanishes everywhere. Setting $T=0$ in (\ref{const}) gives $S=eE/c_E$, and therefore
\begin{equation}
D=\left(\varepsilon+\frac{e^2}{c_E}\right)E,\qquad
C_{\rm slow}=\left(\varepsilon+\frac{e^2}{c_E}\right)\frac Ad .
\label{slow}
\end{equation}
The field strains the film, and the strain adds a polarization $eS=e^2E/c_E$, which has the direction of the field for either sign of $e$. If the strain were held at zero, the capacitance would be $C_0=\varepsilon A/d$.

It helps to write the ratio in terms of the stiffness at constant $D$. Solving the second of (\ref{const}) for the field, $E=(D-eS)/\varepsilon$, and inserting it in the first gives
\begin{equation}
T=c_DS-hD,\qquad E=\frac D\varepsilon-hS,
\label{hform}
\end{equation}
with
\begin{equation}
c_D=c_E+\frac{e^2}{\varepsilon},\qquad h=\frac e\varepsilon,\qquad
k^2=\frac{e^2}{\varepsilon c_D}=1-\frac{c_E}{c_D}.
\end{equation}
For positive $c_E$ and $\varepsilon$ the squared coupling factor obeys $0\le k^2<1$. Since $\varepsilon+e^2/c_E=\varepsilon c_D/c_E$, equation (\ref{slow}) becomes $C_{\rm slow}=C_0/(1-k^2)$.

For the film I take the rough values $c_E=380$ GPa, $e=-140$ µC/cm$^2$ and relative permittivity 25. Then $e^2/\varepsilon=8.85$ GPa, so $c_D=388.85$ GPa and $k^2=8.85/388.85=0.0228$. The slow capacitance is $55.34/(1-0.0228)=56.6$ fF. The piezoelectric effect adds only two per cent here, so the thirtyfold change needs inertia.

\section{Generalization: any frequency}

Let all quantities vary as $\exp(i\omega t)$. The plate is small compared with the electromagnetic wavelength, so the field still derives from a potential. There is no free charge inside the film, hence $\partial D/\partial z=0$ and $D$ is uniform, although $E$ and $S$ need not be.

Define the voltage as $V=\phi(-d/2)-\phi(d/2)=\int E\,dz$. The electrode at $z=-d/2$ then carries charge $+AD$, and the current flowing into it is $I=i\omega AD$.

Newton's law is $-\rho\omega^2u=\partial T/\partial z$. Because $D$ is uniform, the term $hD$ in (\ref{hform}) drops out of the derivative:
\begin{equation}
\frac{d^2u}{dz^2}+q^2u=0,\qquad q=\frac\omega v,\qquad v=\sqrt{\frac{c_D}{\rho}} .
\end{equation}
The drive therefore enters through the faces. With $u=a\sin qz+b\cos qz$ and the acoustic phase $X=qd/2=\omega d/(2v)$, zero traction at $z=\pm d/2$ requires
\begin{equation}
c_Dq\,(a\cos X\mp b\sin X)=hD .
\end{equation}
Half the sum and half the difference of these two conditions are
\begin{equation}
c_Dq\,a\cos X=hD,\qquad b\sin X=0 .
\label{bc}
\end{equation}
The part $b$ is not driven. It can exist as a free vibration when $X=n\pi$, but then both faces move equally.

The voltage follows by integrating $E$ from (\ref{hform}):
\begin{equation}
V=\frac{Dd}{\varepsilon}-h\left[u(d/2)-u(-d/2)\right]
=\frac{Dd}{\varepsilon}-2ha\sin X .
\label{volt}
\end{equation}
Equal motion of the faces contributes nothing, so the modes at $X=n\pi$ are electrically invisible in this symmetric plate. Inserting $a=hD/(c_Dq\cos X)$ and $q=2X/d$,
\begin{equation}
V=\frac{Dd}{\varepsilon}\left[1-\frac{h^2\varepsilon}{c_D}\frac{\tan X}{X}\right],
\qquad \frac{h^2\varepsilon}{c_D}=\frac{e^2}{\varepsilon c_D}=k^2 .
\end{equation}
Division by $I=i\omega AD$ gives the impedance
\begin{equation}
\boxed{\;Z=\frac{1}{i\omega C_0}\left[1-k^2\,\frac{\tan X}{X}\right],\qquad
X=\frac{\omega d}{2v}\;}
\label{Z}
\end{equation}

Two limits test this stage. For $k\to0$ the plate is the capacitor $C_0$. For $X\to0$, $\tan X/X\to1$ and $Z\to(1-k^2)/(i\omega C_0)$, which is the slow result of the previous section, obtained there without any wave.

A stronger test is a finite-element solution of (\ref{const}) for $u$ and $\phi$ together, in which $k$ does not appear and $c_D$ serves only to set the size of the loss. It was made for this film and for one with $e$ five times larger ($k^2=0.368$), at seven frequencies from 0.05 to 2.6 times the first antiresonance, with mechanical loss included. The largest relative deviation from (\ref{Z}) was $10^{-6}$.

\section{Where the impedance vanishes and diverges}

\subsection*{Antiresonances}

Without loss, $Z$ is infinite where $\cos X=0$:
\begin{equation}
X_a=(n-\tfrac12)\pi,\qquad f_a=(2n-1)\frac{v}{2d},\qquad n=1,2,\dots
\end{equation}
Equation (\ref{bc}) shows why. At these phases it forces $D=0$ while leaving $a$ free: the plate vibrates with a voltage across it and no current. These are the odd modes of the plate with open electrodes. At given $v$ their position does not depend on $k$, although $v$ itself contains the piezoelectric stiffening through $c_D$.

For the film, with density 10 g/cm$^3$, $v=6.24$ km/s and $f_a=v/(2d)=31.18$ GHz. The thickness is then half an acoustic wavelength.

\subsection*{Resonances}

$Z$ vanishes where
\begin{equation}
\frac{\tan X}{X}=\frac1{k^2}.
\label{res}
\end{equation}
Here current flows with no voltage, so these are modes of the short-circuited plate. To count the roots, differentiate:
\begin{equation}
\frac{d}{dX}\frac{\tan X}{X}=\frac{1}{X\cos^2X}-\frac{\tan X}{X^2}
=\frac{2X-\sin2X}{2X^2\cos^2X}>0 .
\end{equation}
The function rises on every branch. For $0<X<\pi/2$ it runs from 1 to infinity and passes $1/k^2>1$ once. For $n\ge2$ it runs from 0 to infinity between $(n-1)\pi$ and $(n-\frac12)\pi$, again passing $1/k^2$ once. Between $(n-\frac12)\pi$ and $n\pi$ it is negative. Each antiresonance thus has one resonance below it, and the two kinds alternate.

\subsection*{The gap}

Put $X_r=X_a-\delta$. Since $\tan(X_a-\delta)=\cot\delta$, equation (\ref{res}) becomes
\begin{equation}
(X_a-\delta)\tan\delta=k^2 .
\end{equation}
For small $k^2$, $\tan\delta=\delta+O(\delta^3)$, so $X_a\delta-\delta^2=k^2+O(k^6)$. Solving order by order,
\begin{equation}
\delta=\frac{k^2}{X_a}+\frac{k^4}{X_a^3}+O(k^6),\qquad
\frac{f_a-f_r}{f_a}=\frac{\delta}{X_a}=\frac{k^2}{X_a^2}+\frac{k^4}{X_a^4}+O(k^6).
\label{gap}
\end{equation}
For $n=1$ the first term is $4k^2/\pi^2=0.00923$ and the second is its square, 0.00009. Their sum, 0.0093, agrees with the root of (\ref{res}), which lies at $X_r=1.5562$, or $f_r=30.89$ GHz. The gap is 0.290 GHz.

For $n=2$, $X_a$ is three times larger and the leading relative gap nine times smaller. The roots give 93.44 and 93.54 GHz, a relative gap of 0.00103. An overtone thus shows a narrower pair although the material coupling is unchanged.

The relation can be turned round without approximation. For the first pair $X_r=(\pi/2)f_r/f_a$, and $k^2=X_r\cot X_r$ with $\cot X_r=\tan(\pi/2-X_r)$ gives
\begin{equation}
k^2=\frac\pi2\frac{f_r}{f_a}\tan\left(\frac\pi2\,\frac{f_a-f_r}{f_a}\right).
\label{invert}
\end{equation}
Applied to the finite-element frequencies of the short-circuited and open film, it returns $k^2=0.0228$, the value put in through $e$, $\varepsilon$ and $c_E$.

\section{Generalization: a plate with loss}

A real plate has neither zero nor infinite impedance. Let the stiffness be $c_D(1+i/Q)$, with $e$ and $\varepsilon$ fixed and real. For the time factor used here, a positive imaginary part dissipates energy. To first order in $1/Q$,
\begin{equation}
X\to X\left(1-\frac{i}{2Q}\right),\qquad k^2\to k^2\left(1-\frac iQ\right).
\end{equation}

Write $F=1-k^2\tan X/X$. At the lossless resonance $k^2\tan X_r/X_r=1$, and $\sec^2X_r=1+X_r^2/k^4$, so
\begin{equation}
\frac{\partial F}{\partial X}=-\frac{k^2\sec^2X_r-1}{X_r}
=-\frac{1}{X_r}\left(\frac{X_r^2}{k^2}+k^2-1\right),\qquad
\frac{\partial F}{\partial k^2}=-\frac1{k^2}.
\end{equation}
Multiplying by the shifts $-iX_r/(2Q)$ and $-ik^2/Q$, and adding,
\begin{equation}
F\simeq\frac{i}{2Q}\left(\frac{X_r^2}{k^2}+k^2+1\right),\qquad
R_r\simeq\frac{X_r^2/k^2+1+k^2}{2Q\,\omega_rC_0}.
\label{Rr}
\end{equation}
At the antiresonance, $\tan(X_a-i\eta)=\cot(i\eta)\simeq-i/\eta$ with $\eta=X_a/(2Q)$. Then $F\simeq2iQk^2/X_a^2$, and
\begin{equation}
R_a\simeq\frac{2Qk^2}{X_a^2\,\omega_aC_0}.
\label{Ra}
\end{equation}
Both are positive, as a passive element requires. In the limit $Q\to\infty$ they return the zero and the pole.

With $Q=300$, $k^2Q=6.83$ and $R_a=(2\times6.83/2.467)\times92.2=511$ ohm, equal to the real part of the full complex formula to this accuracy. Equation (\ref{Rr}) gives $R_r=16.7$ ohm, where the full formula gives 16.1 ohm. The three per cent difference can be traced.

Near the first antiresonance let $y=X_a-X$ for the real phase. Keeping only the nearby pole, whose strength is $k^2/X_a\simeq\delta$,
\begin{equation}
F\simeq1-\frac{\delta}{y+i\eta}=\frac{y-\delta+i\eta}{y+i\eta}.
\label{pole}
\end{equation}
At the lossless resonance $y=\delta$, and
\begin{equation}
F=\frac{i\eta/\delta}{1+i\eta/\delta},\qquad
{\rm Im}\,F=\frac{\eta/\delta}{1+(\eta/\delta)^2}.
\end{equation}
The first-order result lacks the denominator. Here $\eta=0.0026$ and $\delta=0.0146$, so $(\eta/\delta)^2=0.032$, which accounts for the difference. The condition for (\ref{Rr}) is therefore $\eta\ll\delta$, or $2Qk^2/X_a^2\gg1$. If this ratio is instead much smaller than 1, only a weak ripple on the capacitive background remains.

The same form shows where $|Z|$ is extreme. Put $y=\delta/2+s$ and neglect the slow factor $1/\omega$:
\begin{equation}
|F|^2=\frac{(s-\delta/2)^2+\eta^2}{(s+\delta/2)^2+\eta^2}.
\end{equation}
Setting its derivative to zero leaves $s^2=\delta^2/4+\eta^2$. The extremes are thus separated by $\sqrt{\delta^2+4\eta^2}$ instead of $\delta$, or $0.290\sqrt{1+4\times0.032}=0.308$ GHz. The full formula has its minimum, 16.2 ohm, at 30.880 GHz and its maximum, 527 ohm, at 31.188 GHz, also 0.308 GHz apart. Using these two frequencies in (\ref{invert}) would overestimate $k^2$ by about six per cent at this $Q$.

At resonance the field at the faces also exceeds the mean field $V/d$. From $V=(Dd/\varepsilon)F$, $D/\varepsilon=(V/d)/F$, and at a traction-free face $S=hD/c_D$, so
\begin{equation}
E_{\rm face}=\frac{D}{\varepsilon}(1-k^2)=\frac{1-k^2}{F}\,\frac Vd .
\end{equation}
At the minimum of $|Z|$, $|F|=16.16/93.1=0.174$, which makes the face field 5.6 times $V/d$. A drive amplitude of 10 mV gives a mean field of 0.0010 MV/cm and a largest local field of 0.0056 MV/cm. The largest strain amplitude is $1.4\times10^{-4}$.

\section{Generalization: electrodes with mass}

Let each face carry a metal layer of thickness $t$, density $\rho_m$ and stiffness $c_m$, free on its outer side. In the upper layer, zero stress at the outer face selects
\begin{equation}
u_m=g\cos\left[q_m\left(z-\tfrac d2-t\right)\right],\qquad
q_m=\omega\sqrt{\rho_m/c_m}.
\end{equation}
At $z=d/2$ its displacement is $g\cos\theta$ and its stress $c_mq_mg\sin\theta$, with $\theta=q_mt$. Continuity therefore replaces zero traction by
\begin{equation}
T(d/2)=\omega\sqrt{\rho_mc_m}\,\tan\theta\;u(d/2).
\end{equation}
With $c_Dq=\omega\sqrt{\rho c_D}$ and $r=\sqrt{\rho_mc_m/(\rho c_D)}$, the first condition in (\ref{bc}) becomes
\begin{equation}
c_Dq\,a\,(\cos X-r\tan\theta\sin X)=hD .
\end{equation}
The voltage (\ref{volt}) still refers to the film alone, so
\begin{equation}
Z=\frac1{i\omega C_0}\left[1-\frac{k^2}{X}\,
\frac{\tan X}{1-r\tan\theta\tan X}\right].
\end{equation}
For $t\to0$ this is (\ref{Z}). The antiresonance now obeys $\cot X=r\tan\theta$.

For a thin layer $r\tan\theta\simeq\mu X$, where $\mu=2\rho_mt/(\rho d)$ is the mass of both electrodes divided by that of the film. Expanding $\cot X$ about $\pi/2$ gives $\pi/2-X\simeq\mu X$, so $f_a$ falls by the factor $1/(1+\mu)$. Two 10 nm tungsten layers (19.3 g/cm$^3$) have $\mu=0.386$, which predicts a fall of 28 per cent. The full layer condition, with a rough $c_m=520$ GPa, gives 27 per cent, with the pair at 22.48 and 22.73 GHz; for $c_m=410$ GPa both frequencies are lower by 0.04 GHz.

Put into (\ref{invert}), this pair yields 0.0263, more than the true $k^2=0.0228$. To see why, let $G=\cos X-\mu X\sin X$. The loaded resonance satisfies $G=k^2\sin X/X$, and at the antiresonance, where $\cot X=\mu X$,
\begin{equation}
-\frac{dG}{dX}=\sin X\,(1+\mu+\mu^2X^2),\qquad
\frac{f_a-f_r}{f_a}\simeq\frac{k^2}{X^2(1+\mu+\mu^2X^2)} .
\end{equation}
For $\mu=0$ this is the leading term of (\ref{gap}). With $X=(\pi/2)\times22.73/31.18=1.145$ it gives 0.0110, against 0.0108 from the loaded pair and 0.0093 for the bare film. For these layers the fall in $X^2$ outweighs the bracket. The excess is not general. For thick layers the thin-layer form fails, and the full condition gives an apparent coupling below the true one (0.0222 for 60 nm and 0.0172 for 120 nm of tungsten on each face). Equation (\ref{invert}) therefore should not be applied to a plate with heavy electrodes.

\section{The model beside a real hafnia film}

The constants are rough values for ferroelectric hafnia. The least certain is $e$, which depends on phase content, texture and poling; its sign does not matter, since $Z$ contains $e^2$. A thickness of 100 nm is large beside the roughly 10 nm of memory capacitors, and films this thick usually lose much of the polar phase unless doped or laminated to keep it, and $Q=300$ at 30 GHz is an assumption. A memory capacitor on its substrate does not have free faces, so (\ref{Z}) does not describe it. For a suspended resonator, the largest frequency error among the effects estimated here comes from taking the electrodes as massless: two 10 nm tungsten layers lower the frequency by 27 per cent.

The other corrections estimated, each taken alone on the bare film, are these:
\begin{itemize}
\item Tungsten at 20 µohm cm has a sheet resistance of 20 ohm in a 10 nm layer. If current enters at one edge and passes uniformly into the film, each square electrode dissipates as one third of this. The two add 13 ohm, comparable with $R_r$. Near the minimum of $|Z|$ the current is not quite uniform, and with both electrodes fed from the same edge the addition is nearer 12 ohm.
\item A dielectric loss tangent of 0.01, put in as $\varepsilon(1-0.01i)$ at fixed $e$ and $c_E$, lowers the maximum of $|Z|$ from 527 to 494 ohm; put in as a shunt conductance across the plate, it gives 500 ohm.
\item If domains finer than the thickness leave a net poling of 0.8, the laterally averaged $e$ falls by that factor. Then $k^2=0.0147$, and the gap shrinks to 0.19 GHz.
\item An assumed drift of 50 ppm/K over 60 K moves the pair by 0.09 GHz, a third of the gap.
\item At the minimum of $|Z|$ the 10 mV drive deposits 2.9 µW. With edges held at fixed temperature, 1 W/(m K) in the film and no conduction by the metal, the centre warms by 2 K.
\end{itemize}

The largest local field is 0.6 per cent of a rough coercive field of 1 MV/cm, and a still smaller part of a rough breakdown field of 4 MV/cm, which supports the linear equations at this drive. Lateral modes of the finite square are left out, and they need not be negligible. For an isotropic plate of this shape with Poisson ratio between 0.22 and 0.36, plate-wave dispersion shifts the lowest lateral pattern by 0.01 to 0.04 GHz and the next by 0.06 to 0.2 GHz, so spurious modes can fall in or near the gap. The remaining values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
Film thickness 100 nm, side 5 um
Density 10.0 g/cm3, cE 380 GPa
e -140 uC/cm2, relative permittivity 25
Stiffness cD 388.85 GPa
Coupling k2 0.02277, k 0.1509
k2 recovered from finite-element fr and fa 0.02277
Sound velocity v 6.236 km/s
Clamped capacitance C0 55.34 fF
Low-frequency capacitance 56.63 fF
Resonance phase X_r, n=1: 1.55616 rad; X_a 1.57080 rad
n=1: fr 30.889 GHz, fa 31.179 GHz
n=1 gap 0.2904 GHz, relative 0.00931
n=1 relative gap from 4*k2/pi^2: 0.00923
n=2 phase X_r 4.70755 rad; X_a 4.71239 rad
n=2: fr 93.441 GHz, fa 93.537 GHz
n=2 gap 0.0960 GHz, relative 0.001026
Strong test case: k2 0.3681
Largest relative Z deviation, formula vs elements: 9.9e-07
Mechanical Q 300, product k2*Q 6.83
Reactance 1/(w C0) at fa 92.24 ohm
Leading-order R_r 16.66 ohm, R_a 510.8 ohm
Full Re Z at fr 16.14 ohm
Full Re Z at fa 510.8 ohm
Min |Z| 16.16 ohm at 30.880 GHz
Max |Z| 526.6 ohm at 31.188 GHz
Drive amplitude 10 mV at the |Z| minimum
Mean field amplitude 0.00100 MV/cm
Largest local field amplitude 0.00563 MV/cm
Largest strain amplitude 1.35e-04
Neglected effects, rough inputs:
W electrodes 10 nm each, 19.3 g/cm3, 520 GPa
Loaded fr 22.483 GHz, fa 22.728 GHz
Shift of fa by electrodes -27.1 %
Apparent k2 of loaded plate 0.02631
Electrode resistivity 20 uohm cm
Electrode series resistance 13.3 ohm
Dielectric loss tangent 0.01: max |Z| 494.1 ohm
Net poling 0.8: k2 0.01469, gap 0.1860 GHz
Power at drive 2.91 uW
Film heat conductivity 1.0 W/(m K)
Centre heating without metal conduction 2.15 K
Drift 50 ppm/K over 60 K: 0.0935 GHz
Local field / coercive field (1 MV/cm) 0.0056
Local field / breakdown field (4 MV/cm) 0.0014
Retardation parameter (w L n/c)^2 2.7e-04
Lattice dispersion, relative shift 1.0e-05
\end{verbatim}
